Why vented pad grooves suppress wafer hydroplaning

A wafer pressed onto an ungrooved, wet polishing pad can stop touching it. The moving pad drags slurry into the gap, pressure builds up, and the liquid carries the load. The pad asperities then no longer press abrasive against the wafer, and polishing by contact ceases. Grooves can prevent this, but loss of land area does not explain how: the effect remains when the total land area is held fixed. What matters is how far liquid must travel under a land before it reaches an outlet.

**The model**

Let the wafer be at rest and the pad move at speed U along x. The wafer is rigid and slightly tilted, so the local gap narrows along the pad's motion:

H(x) = Kh − αx, with K > 1.

Here h is the minimum gap, K the ratio of inlet to outlet gap, and α the tilt. The total land width along x is B. It is either one land or N lands of width b = B/N, separated by grooves that are at first taken as very thin. Then α = (K − 1)h/B. The end gaps Kh and h are held fixed in the comparison.

The slurry is Newtonian with viscosity μ, the gap is full, the surfaces are smooth, and inertia is neglected. Pressure p is measured from ambient, and every groove is held at p = 0.

With z measured upward from the pad, Stokes flow obeys μ ∂²u/∂z² = dp/dx, with u = U at z = 0 and u = 0 at z = H. Hence

u = U(1 − z/H) + (1/2μ)(dp/dx) z(z − H).

Since ∫z(z − H)dz from 0 to H is −H³/6, the flux per unit length across the motion is

q = UH/2 − (H³/12μ) dp/dx.

The first term is drag, the second pressure-driven flow. At a fixed place under the wafer H does not change with time, so q is uniform along a land. The lands move with the pad, but Stokes flow has no memory: each land can be solved at its momentary position.

**Pressure over one land**

Let a land have entrance gap H₁ and exit gap H₂. Solving the flux equation for the gradient gives

dp/dx = 6μU/H² − 12μq/H³.

Because dx = −dH/α, integration from the entrance, where p = 0, gives

p = (6μU/α)(1/H − 1/H₁) − (6μq/α)(1/H² − 1/H₁²).

The pressure must also vanish at H = H₂. Dividing that condition by 1/H₂ − 1/H₁ gives U = q(1/H₁ + 1/H₂), so

q = U H₁H₂/(H₁ + H₂).

Putting this back and taking out the common factor 1/H − 1/H₁,

p = (6μU/α)(1/H − 1/H₁)[1 − H₂(H₁ + H)/((H₁ + H₂)H)].

The square bracket equals H₁(H − H₂)/((H₁ + H₂)H), and 1/H − 1/H₁ = (H₁ − H)/(HH₁). Therefore

p = 6μU(H₁ − H)(H − H₂)/[αH²(H₁ + H₂)].

This is positive inside the land. If the gap instead widened along the pad's motion, α would be negative and the same formula would give suction.

The load per unit length is W = ∫p dx = (1/α)∫p dH, taken from H₂ to H₁. To integrate, expand

(H₁ − H)(H − H₂)/H² = (H₁ + H₂)/H − 1 − H₁H₂/H².

The three terms integrate to (H₁ + H₂)ln(H₁/H₂), −(H₁ − H₂) and −(H₁ − H₂). Thus

W = (6μU/α²)[ln(H₁/H₂) − 2(H₁ − H₂)/(H₁ + H₂)].

For one wide land, H₁ = Kh and H₂ = h. Division by B, with α = (K − 1)h/B, gives the mean pressure

p_wide = (6μUB/h²)[ln K/(K − 1)² − 2/(K² − 1)].

**Many narrow lands**

Let H now denote the gap at the centre of a narrow land, and set s = αb/(2H). Then H₁ = H(1 + s) and H₂ = H(1 − s), and the bracket in W becomes

ln[(1 + s)/(1 − s)] − 2s = 2s³/3 + 2s⁵/5 + …

Keeping the first term,

W ≈ (6μU/α²)(2/3)(αb/2H)³ = μUαb³/(2H³),

so the mean pressure on that land is μUαb²/(2H³).

The two powers of b have separate origins. Drag flux falls along the wedge by Uα/2 per unit distance, and pressure-driven flow must make up the difference. Near the centre of a narrow land the gradient is about zero. At its edge, a distance b/2 away, the gradient has grown to (12μ/H³)(Uα/2)(b/2) = 3μUαb/H³. This linearly growing gradient acts over the same distance b/2, so the peak pressure is ½(3μUαb/H³)(b/2) = 3μUαb²/(4H³). The profile is a parabola, whose mean is two thirds of its peak, which returns μUαb²/(2H³). A groove cuts both the distance over which the mismatch accumulates and the distance over which the gradient acts.

Averaging over the whole wedge, with α dx = −dH,

p_narrow = (1/B)∫[μUαb²/(2H³)]dx = (μUb²/2B)∫H⁻³dH,

where the last integral runs from h to Kh and equals (1 − 1/K²)/(2h²). Hence

p_narrow = μUb²(1 − 1/K²)/(4Bh²).

Since b = B/N, the mean pressure falls as 1/N² for many lands.

Grooves running along the motion give the same limit. Liquid then escapes sideways, along y, and conservation over a long strip reduces to H³ ∂²p/∂y² = 6μU dH/dx = −6μUα. With p = 0 at y = 0 and y = b,

p = (3μUα/H³) y(b − y).

The mean of y(b − y) is b²/6, so the local mean is again μUαb²/(2H³).

**What equal area does not settle**

If the surfaces are parallel, drag flux is uniform, no pressure is needed to correct it, and grooves have nothing to suppress. In this model pressure builds up only if the gap varies along the motion.

The kind of wedge also matters. Suppose each land has its own taper, from Kh to h, as a worn or deformed pad might have. Such a taper travels with the pad, so it generates positive pressure when it narrows along the wafer's motion relative to the pad. The formula for p_wide then applies to each land with B replaced by b. The mean pressure falls as 1/N, because each narrower land is also steeper.

Finally, the grooves need outlets if they are to stay at p = 0. Follow one groove of width g as it moves with the pad. Relative to its moving edges, the net inflow is q_i − q_(i+1) − Uαg, where q_i and q_(i+1) are the fluxes under the lands before and after it. Its volume changes at the rate −Uαg because the wafer above it gets lower. The surplus that must leave along the groove is therefore q_i − q_(i+1). If no liquid can flow along the groove, this is zero, so all lands share one q and the pressure gradient continues from land to land as if they were joined. A deep groove adds little pressure change of its own, since its H is large. Without side leakage, a deep groove across the motion therefore relieves the film only if it has an outlet. Under a land of finite length, even a groove with closed ends gives relief, because it carries liquid towards the sides, where it leaks out. The relief is large when the ends lie near the sides: in the worked case below, 49 deep grooves that stop 1 mm short of each side lower the mean pressure under the square land from about 31 kPa to roughly 5 kPa, and grooves that stop 10 mm short lower it to roughly 22 kPa.

**A worked case**

Take μ = 1 mPa s, U = 1 m/s, B = 100 mm and K = 2. The applied load is 14 kPa (2.03 psi). Asperity contact is taken to begin at h = 15 µm, three times an assumed rms pad roughness of 5 µm. At fixed K film pressure falls as h rises, so the test is simple: if the film pressure at 15 µm exceeds the load, the wafer floats higher; if not, it comes down to contact.

For one wide land without side leakage,

p_wide = [6(10⁻³)(1)(0.1)/(15×10⁻⁶)²](ln 2 − 2/3) Pa = 70.6 kPa.

At a moment when whole lands fit exactly under the wafer, summing W over them gives 19.8 kPa for 2 lands, 3.3 kPa for 5, 0.832 kPa for 10 and 0.0333 kPa for 50. As the pad moves on, part-lands appear at the wafer's edges and the mean pressure is lower, markedly so for 2 lands (14.2 kPa on average, 11.3 kPa at the lowest) but for 50 lands by only 1.5% on average and 2.3% at most. With b = 2 mm the narrow-land formula also gives

p_narrow = (10⁻³)(1)(2×10⁻³)²(0.75)/[4(0.1)(15×10⁻⁶)²] Pa = 0.0333 kPa.

The reduction is 2119 rather than 50² = 2500, because one wide land is not itself in the narrow-land limit.

A real land also leaks at its sides. For a land 100 mm square, a finite-difference solution of the two-dimensional lubrication equation gives 30.8 kPa, or 0.44 of the value without side leakage. This still exceeds 14 kPa, so with K held at 2 the ungrooved wafer hydroplanes. The same method applied to one 2 mm strip along the motion gives 0.033 kPa, about 2% below the narrow-strip limit, a difference of the size b/B expected from leakage at the strip's ends.

With K and the lateral dimensions fixed, the lubrication equation makes p proportional to 1/h². The minimum gap that would carry the load is therefore

h_load = (15 µm)√(p at 15 µm / 14 kPa).

This is 22.2 µm for the square land and 0.73 µm for the 50 lands. The second value is far below the roughness, so it is not a real film thickness: it means that the asperities must carry load. With a full taper on every land, the pressure at 15 µm is 70.6/50 = 1.41 kPa and h_load is 4.8 µm, still below contact height. With 50 lands and sealed grooves 0.5 mm wide and 0.75 mm deep, the end gaps being held fixed, direct integration of the flux equation gives 70.9 kPa without side leakage, practically the ungrooved value.

**How far the small pressure can be trusted**

Let the grooves be g = 0.5 mm wide and d = 0.75 mm deep. Keeping the end gaps fixed over the longer footprint of 124.5 mm lowers the tilt to 120.5 µrad and the ideal pressure to 0.027 kPa.

The grooves are not perfect outlets either. For narrow lands q ≈ UH/2, so the surplus entering each groove per unit length is Uα(b + g)/2 = 0.151 mm²/s. If C is the flow along the groove per unit pressure gradient, then C d²p/dy² = −Uα(b + g)/2. With both ends open and a length L = 100 mm, the mean back-pressure is

p_back = [Uα(b + g)/2]L²/(12C), C = 0.587g³d/(12μ).

The factor 0.587 comes from a Fourier-series solution for flow in a rectangular duct with no slip on its four walls. The result is 0.027 kPa, as large as the ideal land pressure. This figure is too low, because the wafer slides across the groove at ρUg/μ = 500 for a water-like density and drives a vortex in it. In steady flow the vortex lowers the factor from 0.587 to about 0.35 and raises the back-pressure to about 0.046 kPa. Inertia may matter more: the dynamic pressure ρU²/2, with ρ = 1000 kg/m³, is 0.5 kPa. The ideal reduction factor is thus not a prediction for a real pad. Adding back-pressure and dynamic pressure to the thin-groove value of 0.033 kPa gives 0.56 to 0.58 kPa, or 4% of the load. The dynamic pressure is only a scale for inertia, not a computed film pressure, but by this estimate the grooved film still falls far short of carrying the wafer.

The inputs are round values chosen to represent a water-based slurry on a hard polymer pad. The 100 mm square is smaller than a wafer 300 mm across. At fixed K and h, pressure under a square land grows in proportion to its side, so a larger ungrooved contact is more prone to float. Real pads are not smooth: 5 µm roughness raises the mean cubed gap by about 33% at 15 µm. The effect on pressure is not calculated here: its size and sign depend on the shape and direction of the roughness and on how much liquid leaks at the sides. For a pad 1.3 mm thick with a modulus of 100 MPa, compression under the load is about 0.18 µm. This is small against h but not against the gap change αb = 0.3 µm over one narrow land: an uneven deformation that added a taper of this size to a land would raise its pressure by about 60%, still far below the load. A larger uncertainty is K, which a real wafer sets through its balance of moments and which was imposed here. At K = 2 the pressure under the square land is centred about 58% of the way from inlet to outlet, so a load acting through the middle would need another moment to hold this tilt. The comparison therefore shows what vented grooves do to a given wedge; it does not predict the tilt a particular polishing head will adopt.
